# Heller's absorption formula: initial decay, recurrences and damping of the wavepacket autocorrelation: verification in Python

```python
"""
Result under test: Heller's formula for the isotropic absorption cross-section,
  sigma(w) = w/(3 eps0 hbar c) Re int_0^inf exp(i(w+E0/hbar)t) C(t) dt,
  C(t) = <phi|exp(-i He t/hbar)|phi>,  phi = mu(q) chi0,
where chi0 is the initial vibrational state with energy E0, He the nuclear
Hamiltonian of the excited electronic state and mu(q) the transition dipole.
Also tested: initial decay <-> band variance, recurrence <-> line spacing,
amplitude damping exp(-gamma t) <-> Lorentzian lines of FWHM 2 gamma.
q is the dimensionless coordinate of the ground-state oscillator; S = d^2/2 is
the Huang-Rhys factor for displacement d. Model tests use hbar = Omega = 1.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import trapezoid
from scipy.special import gammaln


def half_transform(freq, t, f):
    """Integral of exp(i freq t) f(t) over the uniform grid t (trapezoid)."""
    weight = np.full(len(t), t[1] - t[0])
    weight[[0, -1]] *= 0.5
    return np.exp(1j * np.outer(freq, t)) @ (f * weight)


def full_width(x, y):
    """Full width at half maximum around the highest point."""
    left = right = int(np.argmax(y))
    half = y[left] / 2
    while y[left] > half:
        left -= 1
    while y[right] > half:
        right += 1
    x_left = np.interp(half, [y[left], y[left + 1]], [x[left], x[left + 1]])
    x_right = np.interp(half, [y[right], y[right - 1]],
                        [x[right], x[right - 1]])
    return x_right - x_left


# ---- Morse excited state, coordinate-dependent dipole: propagated wavepacket
npts, dq = 160, 0.15
q = -7 + dq * np.arange(npts)
depth, shift = 30.0, 1.5
v_exc = depth * (1 - np.exp(-(q - shift) / np.sqrt(2 * depth)))**2
chi0 = np.pi**-0.25 * np.exp(-q**2 / 2) * np.sqrt(dq)
phi = (1 + 0.3 * q) * chi0
phi /= np.linalg.norm(phi)

diff = np.subtract.outer(np.arange(npts), np.arange(npts))
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 6, (-1.0)**np.abs(diff) / safe**2)
h_exc = kinetic / dq**2 + np.diag(v_exc)
energy, states = np.linalg.eigh(h_exc)
weights = (states.T @ phi)**2

dt, nsteps = 0.01, 12000
k = 2 * np.pi * np.fft.fftfreq(npts, dq)
half_v, full_t = np.exp(-0.5j * dt * v_exc), np.exp(-0.5j * dt * k**2)
psi = phi.astype(complex)
auto = np.empty(nsteps + 1, complex)
auto[0] = np.vdot(phi, psi)
for step in range(nsteps):
    psi = half_v * np.fft.ifft(full_t * np.fft.fft(half_v * psi))
    auto[step + 1] = np.vdot(phi, psi)
time = dt * np.arange(nsteps + 1)

gam = 0.1
e_axis = np.linspace(0, 8, 81)
from_time = half_transform(e_axis, time, auto * np.exp(-gam * time)).real
from_lines = (weights * gam / (gam**2 + np.subtract.outer(e_axis, energy)**2)
              ).sum(axis=1)
assert np.max(abs(from_time - from_lines)) < 2e-3 * from_lines.max()

# steady-state loss from a uniformly decaying excited state
for i in (15, 27, 40):
    response = np.linalg.solve(
        h_exc - (e_axis[i] + 1j * gam) * np.eye(npts), phi.astype(complex))
    loss = gam * np.vdot(response, response).real
    assert abs(loss - from_time[i]) < 2e-3 * from_lines.max()

# initial decay, its lower bound, and the vertical-gap moments
mean_e = weights @ energy
var_e = weights @ (energy - mean_e)**2
assert abs((1 - abs(auto[5])**2) / (var_e * time[5]**2) - 1) < 0.01
assert np.all(abs(auto)**2 >= 1 - var_e * time**2 - 1e-6)
w_condon = (states.T @ chi0)**2
m_condon = w_condon @ energy
v_condon = w_condon @ (energy - m_condon)**2
gap = v_exc - q**2 / 2
gap_mean = chi0**2 @ gap
gap_var = chi0**2 @ (gap - gap_mean)**2
assert abs(m_condon - 0.5 - gap_mean) < 1e-6
assert abs(v_condon - gap_var) < 1e-6

# recurrence time on the anharmonic surface
window = np.where((time > 5) & (time < 8))[0]
top = window[np.argmax(abs(auto[window]))]
y0, y1, y2 = abs(auto[top - 1:top + 2])
t_rec = time[top] + 0.5 * dt * (y0 - y2) / (y0 - 2 * y1 + y2)
level = np.arange(npts)
cov = weights @ ((level - weights @ level) * (energy - mean_e))
t_rec_formula = 2 * np.pi * cov / var_e
assert abs(t_rec / t_rec_formula - 1) < 0.005
assert abs(t_rec / (2 * np.pi) - 1) > 0.02 and y1 < 0.999

# ---- displaced oscillator: closed autocorrelation against diagonalization
S = 4.0
d = np.sqrt(2 * S)
ratio_ht = 0.2                       # mu1/mu0 for the Herzberg-Teller dipole
nb = 90
ladder = np.diag(np.sqrt(np.arange(1, nb)), 1)
q_mat = (ladder + ladder.T) / np.sqrt(2)
osc_e, osc_v = np.linalg.eigh(np.diag(np.arange(nb) + 0.5) - d * q_mat
                              + S * np.eye(nb))
fc = osc_v[0]**2
ht_amp = osc_v.T @ (np.eye(nb)[0] + ratio_ht * q_mat[:, 0])


def closed_auto(angle, mu1):
    """Autocorrelation for dipole 1 + mu1 q, without the 0-0 phase."""
    z = np.exp(-1j * angle)
    return np.exp(S * (z - 1)) * ((1 + mu1 * d * (1 - z) / 2)**2
                                  + mu1**2 * z / 2)


angles = np.linspace(0, 2 * np.pi, 50)
phases = np.exp(-1j * np.outer(angles, osc_e - 0.5))
assert np.max(abs(phases @ fc - closed_auto(angles, 0))) < 1e-8
assert np.max(abs(phases @ ht_amp**2 - closed_auto(angles, ratio_ht))) < 1e-8
ht_norm = 1 + ratio_ht**2 / 2
g1 = (ratio_ht**2 / 2 - ratio_ht * d) / ht_norm
g2 = ratio_ht**2 * S / ht_norm
ht_mean, ht_var = S + g1, S + g2 + g1 - g1**2
p_ht = ht_amp**2 / np.sum(ht_amp**2)
direct_mean = p_ht @ (osc_e - 0.5)
assert abs(direct_mean - ht_mean) < 1e-8
assert abs(p_ht @ (osc_e - 0.5 - direct_mean)**2 - ht_var) < 1e-8

# ---- example parameters in SI
to_w = 2 * np.pi * sc.c * 100        # rad/s per cm^-1
fs = 1e-15
vib_cm, origin_cm, mu0 = 1000.0, 25000.0, 1e-29
vib, origin = vib_cm * to_w, origin_cm * to_w
period = 2 * np.pi / vib
prefactor = mu0**2 / (3 * sc.epsilon_0 * sc.hbar * sc.c)

# ---- absolute prefactor: weak pulse, driven molecule, orientation average
pulse_s, field0, pulse_w = 5 * fs, 1e7, origin + 4 * vib
nl = 30
w_lines = origin + vib * (osc_e[:nl] - 0.5)
dipoles = mu0 * ht_amp[:nl, None]
cosines, cos_weights = np.polynomial.legendre.leggauss(4)


def pulse(t):
    return field0 * np.exp(-t**2 / (2 * pulse_s**2)) * np.cos(pulse_w * t)


def derivative(t, amp):
    coupling = 1j * pulse(t) / sc.hbar * cosines
    rotating = dipoles * np.exp(1j * w_lines * t)[:, None]
    out = np.empty_like(amp)
    out[0] = coupling * (rotating.conj() * amp[1:]).sum(axis=0)
    out[1:] = coupling * rotating * amp[0]
    return out


amp = np.zeros((nl + 1, 4), complex)
amp[0] = 1
h, now = 0.02 * fs, -30 * fs
for _ in range(3000):
    k1 = derivative(now, amp)
    k2 = derivative(now + h / 2, amp + h / 2 * k1)
    k3 = derivative(now + h / 2, amp + h / 2 * k2)
    k4 = derivative(now + h, amp + h * k3)
    amp = amp + h / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    now += h
absorbed = (sc.hbar * w_lines @ abs(amp[1:])**2) @ cos_weights / 2

# a long Gaussian window makes the line spectrum smooth enough to integrate
t_win = np.arange(0, 1000.25, 0.5) * fs
detune = np.arange(-0.5, 4.2, 0.0015) / fs
smooth = half_transform(detune, t_win, closed_auto(vib * t_win, ratio_ht)
                        * np.exp(-t_win**2 / (2 * (200 * fs)**2))).real
t_pulse = np.linspace(-30, 30, 1201) * fs
pulse_ft = half_transform(origin + detune, t_pulse, pulse(t_pulse))
fluence = sc.epsilon_0 * sc.c / np.pi * abs(pulse_ft)**2
heller_absorbed = trapezoid(prefactor * (origin + detune) * smooth * fluence,
                            detune)
assert abs(heller_absorbed / absorbed - 1) < 2e-3
assert abs(trapezoid(smooth, detune) / (np.pi * np.sum(ht_amp**2)) - 1) < 1e-3

# ---- first decay alone gives the envelope and the line weights
t_half = np.linspace(0, period / 2, 1001)
first_decay = closed_auto(vib * t_half, 0)
sampled = 2 / period * half_transform(vib * np.arange(12), t_half,
                                      first_decay).real
assert np.max(abs(sampled - fc[:12])) < 1e-6
env_axis = np.linspace(-3, 13, 1601)
envelope = half_transform(env_axis * vib, t_half, first_decay).real
env_width = full_width(env_axis, envelope) * vib_cm
env_peak = origin_cm + env_axis[np.argmax(envelope)] * vib_cm
s_cm = np.sqrt(fc @ (osc_e - fc @ osc_e)**2) * vib_cm
gauss_width = 2 * np.sqrt(2 * np.log(2)) * s_cm
assert abs(s_cm / (np.sqrt(S) * vib_cm) - 1) < 1e-8
assert abs(env_width / gauss_width - 1) < 0.05
t_decay = 1 / (s_cm * to_w)

# ---- damped spectra
t_long = np.arange(0, 1200.1, 0.25) * fs
c_long = closed_auto(vib * t_long, 0)
damp_times = np.array([100.0, 10.0]) * fs
lines = np.arange(9)
sigma, valley, valley_law = [], [], []
t_one = np.linspace(0, period, 4001)
x_test = np.linspace(-1, 9, 41)
big_s = 1e4
n_big = np.arange(20001)
p_big = np.exp(n_big * np.log(big_s) - big_s - gammaln(n_big + 1))
for tau in damp_times:
    g = 1 / tau
    damped = c_long * np.exp(-g * t_long)
    shape = half_transform(lines * vib, t_long, damped).real
    sigma.append(prefactor * (origin + lines * vib) * shape)
    middle = half_transform(np.array([3.5 * vib]), t_long, damped).real[0]
    valley.append(2 * middle / (shape[3] + shape[4]))
    valley_law.append(np.tanh(g * period / 2)**2)
    # one period and a geometric factor against the sum over lines
    one = half_transform(x_test * vib, t_one,
                         closed_auto(vib * t_one, 0) * np.exp(-g * t_one))
    series = (one / (1 - np.exp(1j * x_test * vib * period - g * period))).real
    offsets = vib * np.subtract.outer(x_test, osc_e - 0.5)
    summed = (fc * g / (g**2 + offsets**2)).sum(axis=1)
    assert np.max(abs(series - summed)) < 1e-4 * summed.max()
    # contrast law for slowly varying line weights
    gr = g / vib
    low = np.sum(p_big * gr / (gr**2 + (n_big - big_s + 0.5)**2))
    high = np.sum(p_big * gr / (gr**2 + (n_big - big_s)**2))
    assert abs(low / high / valley_law[-1] - 1) < 0.01

line_axis = np.linspace(3.6, 4.4, 601)
line = half_transform(line_axis * vib, t_long,
                      c_long * np.exp(-t_long / damp_times[0])).real
line_width = full_width(line_axis, line) * vib_cm
width_law = 2 / damp_times / to_w
assert abs(line_width / width_law[0] - 1) < 0.03

# ---- printed results
print(f"Vibrational wavenumber: {vib_cm:.0f} cm^-1")
print(f"Huang-Rhys factor S: {S:.1f}; displacement d: {d:.4f} (dimensionless)")
print(f"0-0 wavenumber: {origin_cm:.0f} cm^-1")
print(f"Condon dipole mu0: {mu0:.1e} C m")
print(f"Prefactor mu0^2/(3 eps0 hbar c): {prefactor:.4e} m^2")
print(f"Band mean: {origin_cm + (fc @ osc_e - 0.5) * vib_cm:.1f} cm^-1")
print(f"Band standard deviation: {s_cm:.1f} cm^-1")
print(f"Initial decay time 1/s: {t_decay / fs:.3f} fs")
print(f"|C| at 1/s: {abs(closed_auto(vib * t_decay, 0)):.4f};"
      f" Gaussian estimate: {np.exp(-0.5):.4f} (dimensionless)")
print(f"Gaussian estimate of envelope FWHM: {gauss_width:.0f} cm^-1")
print(f"Envelope FWHM from first decay: {env_width:.0f} cm^-1")
print(f"Envelope maximum from first decay: {env_peak:.0f} cm^-1")
print(f"Recurrence time: {period / fs:.3f} fs")
print(f"|C| at half a period, undamped: {abs(first_decay[-1]):.3e}"
      " (dimensionless)")
for i, tau in enumerate(damp_times):
    print(f"Amplitude damping time: {tau / fs:.0f} fs")
    print(f"  First recurrence height: {np.exp(-period / tau):.4f}"
          " (dimensionless)")
    print(f"  Lorentzian FWHM 2 gamma: {width_law[i]:.1f} cm^-1")
    print(f"  Valley/peak of sigma/w between n=3,4: {valley[i]:.4f};"
          f" tanh^2 law: {valley_law[i]:.4f} (dimensionless)")
print(f"FWHM of n=4 line read from 100 fs spectrum: {line_width:.1f} cm^-1")
print("Line n | wavenumber/cm^-1 | weight | sigma(100 fs)/m^2 |"
      " sigma(10 fs)/m^2")
for n in lines:
    print(f"  {n} | {origin_cm + n * vib_cm:.0f} | {fc[n]:.4f} |"
          f" {sigma[0][n]:.3e} | {sigma[1][n]:.3e}")
print(f"Herzberg-Teller ratio mu1/mu0: {ratio_ht:.1f} (dimensionless)")
print(f"  Integrated sigma/w relative to Condon: {ht_norm:.4f}"
      " (dimensionless)")
print(f"  Band mean: {origin_cm + ht_mean * vib_cm:.1f} cm^-1")
print(f"  Band standard deviation: {np.sqrt(ht_var) * vib_cm:.1f} cm^-1")
print(f"Pulse test: field {field0:.1e} V/m, Gaussian time"
      f" {pulse_s / fs:.0f} fs, carrier {pulse_w / to_w:.0f} cm^-1")
print(f"  Absorbed energy, driven molecule: {absorbed:.5e} J")
print(f"  Absorbed energy, Heller formula: {heller_absorbed:.5e} J")
print(f"Morse test: depth {depth:.0f} hbar Omega, shift {shift:.1f},"
      " dipole 1+0.3q (dimensionless)")
print(f"  Recurrence time, wavepacket: {t_rec / (2 * np.pi):.4f}"
      " harmonic periods")
print(f"  Recurrence time, covariance law: {t_rec_formula / (2 * np.pi):.4f}"
      " harmonic periods")
print(f"  Recurrence height: {y1:.4f} (dimensionless)")
print("verified")
```

Output:

```
Vibrational wavenumber: 1000 cm^-1
Huang-Rhys factor S: 4.0; displacement d: 2.8284 (dimensionless)
0-0 wavenumber: 25000 cm^-1
Condon dipole mu0: 1.0e-29 C m
Prefactor mu0^2/(3 eps0 hbar c): 1.1908e-22 m^2
Band mean: 29000.0 cm^-1
Band standard deviation: 2000.0 cm^-1
Initial decay time 1/s: 2.654 fs
|C| at 1/s: 0.6128; Gaussian estimate: 0.6065 (dimensionless)
Gaussian estimate of envelope FWHM: 4710 cm^-1
Envelope FWHM from first decay: 4693 cm^-1
Envelope maximum from first decay: 28490 cm^-1
Recurrence time: 33.356 fs
|C| at half a period, undamped: 3.355e-04 (dimensionless)
Amplitude damping time: 100 fs
  First recurrence height: 0.7164 (dimensionless)
  Lorentzian FWHM 2 gamma: 106.2 cm^-1
  Valley/peak of sigma/w between n=3,4: 0.0246; tanh^2 law: 0.0273 (dimensionless)
Amplitude damping time: 10 fs
  First recurrence height: 0.0356 (dimensionless)
  Lorentzian FWHM 2 gamma: 1061.8 cm^-1
  Valley/peak of sigma/w between n=3,4: 0.8571; tanh^2 law: 0.8673 (dimensionless)
FWHM of n=4 line read from 100 fs spectrum: 106.9 cm^-1
Line n | wavenumber/cm^-1 | weight | sigma(100 fs)/m^2 | sigma(10 fs)/m^2
  0 | 25000 | 0.0183 | 1.052e-21 | 3.170e-22
  1 | 26000 | 0.0733 | 4.314e-21 | 7.752e-22
  2 | 27000 | 0.1465 | 8.933e-21 | 1.376e-21
  3 | 28000 | 0.1954 | 1.234e-20 | 1.827e-21
  4 | 29000 | 0.1954 | 1.279e-20 | 1.914e-21
  5 | 30000 | 0.1563 | 1.059e-20 | 1.656e-21
  6 | 31000 | 0.1042 | 7.305e-21 | 1.227e-21
  7 | 32000 | 0.0595 | 4.318e-21 | 8.041e-22
  8 | 33000 | 0.0298 | 2.234e-21 | 4.815e-22
Herzberg-Teller ratio mu1/mu0: 0.2 (dimensionless)
  Integrated sigma/w relative to Condon: 1.0200 (dimensionless)
  Band mean: 28465.0 cm^-1
  Band standard deviation: 1826.4 cm^-1
Pulse test: field 1.0e+07 V/m, Gaussian time 5 fs, carrier 29000 cm^-1
  Absorbed energy, driven molecule: 2.36955e-24 J
  Absorbed energy, Heller formula: 2.36942e-24 J
Morse test: depth 30 hbar Omega, shift 1.5, dipole 1+0.3q (dimensionless)
  Recurrence time, wavepacket: 1.0403 harmonic periods
  Recurrence time, covariance law: 1.0426 harmonic periods
  Recurrence height: 0.9922 (dimensionless)
verified
```
